# Does inert carrier gas shift the dissociation of a donor-acceptor adduct?

**Question**

I work with the vapour of a donor-acceptor adduct that partly splits into its acceptor and its donor. I want to know what happens to the split fraction when I add nitrogen, which reacts with none of the three.

I can argue this in two ways. Nitrogen does not appear in the equilibrium constant, so it should do nothing. On the other hand, adding gas to a closed vessel raises the pressure, and higher pressure favours the side with fewer molecules, so nitrogen should push the fragments back together. To confuse matters further, my reactor has a valve that holds the total pressure constant. Which argument is right, and how large is the effect at about 10 Torr and 400 K?

**Answer**

Neither argument holds as it stands. The first does not say what is held fixed while the nitrogen goes in, and the answer depends on that. The second does fix the volume, but it treats a pressure rise caused by nitrogen as if the reacting gases had been compressed. Call the adduct AD, the acceptor A and the donor D, with the reaction AD ⇌ A + D. I first take ideal gases at one fixed temperature \(T\), with no condensation, no side reactions and enough time to reach equilibrium. The algebra is in atomic units, with \(k_B\) kept so that \(T\) is in kelvin.

**What the equilibrium constant fixes**

For \(N_i\) molecules of species \(i\) in volume \(V\), the ideal-gas partition function is \((V\zeta_i)^{N_i}/N_i!\). Here \(\zeta_i(T)\) is the one-molecule partition function per volume, with all energies measured from a common zero. The chemical potential is then

\[
\mu_i=k_BT\ln\frac{N_i}{V\zeta_i}.
\]

Equilibrium requires \(\mu_A+\mu_D=\mu_{AD}\). With \(p_i=N_ik_BT/V\) this becomes

\[
\frac{p_Ap_D}{p_{AD}}=K(T)=k_BT\,\frac{\zeta_A\zeta_D}{\zeta_{AD}} .
\]

\(K\) has the dimension of pressure and contains nothing about the carrier. In terms of the dissociation enthalpy \(\Delta H\) and entropy \(\Delta S\) at standard pressure \(p^\circ\),

\[
K=p^\circ\exp\left[-\frac{\Delta H-T\Delta S}{k_BT}\right].
\]

So your first argument starts correctly: nitrogen leaves \(K\) alone. But \(K\) constrains partial pressures, and whether these change depends on how the nitrogen is added.

Consider the quotient \(Q=p_Ap_D/p_{AD}\) just after the addition, before any reaction. Two factors \(1/V\) stand above and one below, so \(Q\propto1/V\) at fixed composition.

- At constant volume, no partial pressure of A, D or AD changes. \(Q\) still equals \(K\), and nothing happens.
- At constant total pressure, the gas must expand to make room for the nitrogen. \(Q\) falls below \(K\).

The free-energy change for \(d\xi\) dissociation events is \((\mu_A+\mu_D-\mu_{AD})\,d\xi=k_BT\ln(Q/K)\,d\xi\). For \(Q<K\) it is negative when \(d\xi>0\), so the adduct dissociates further.

**Constant volume**

Supply \(N_0\) adduct molecules and let a fraction \(\alpha\) dissociate. Add \(rN_0\) carrier molecules. Define \(c_0=N_0k_BT/V\), the pressure the supply would have if none of it dissociated. Then \(p_A=p_D=\alpha c_0\) and \(p_{AD}=(1-\alpha)c_0\), so

\[
\frac{c_0\alpha^2}{1-\alpha}=K
\quad\Rightarrow\quad
c_0\alpha^2+K\alpha-K=0 .
\]

Taking the positive root and multiplying above and below by its conjugate gives

\[
\alpha=\frac{-K+\sqrt{K^2+4c_0K}}{2c_0}
=\frac{2}{1+\sqrt{1+4c_0/K}} .
\]

There is no \(r\) here. The total pressure does rise, as \(P=c_0(1+\alpha+r)\), but the mole fraction of A falls, as \(x_A=\alpha/(1+\alpha+r)\). Their product \(x_AP=\alpha c_0\) is unchanged. This is where your second argument fails: compressing the gas raises \(c_0\) and favours the adduct, whereas raising the pressure with nitrogen leaves \(c_0\) as it was.

**Constant total pressure**

Now \(P\) is fixed and the total number of molecules is \(N_0(1+\alpha+r)\). Each partial pressure is a mole fraction times \(P\):

\[
p_A=p_D=\frac{\alpha P}{1+\alpha+r},\qquad
p_{AD}=\frac{(1-\alpha)P}{1+\alpha+r}.
\]

One factor of the total number cancels in the quotient:

\[
K=\frac{P\alpha^2}{(1-\alpha)(1+\alpha+r)} .
\]

Since \((1-\alpha)(1+\alpha+r)=1+r-r\alpha-\alpha^2\), this is the quadratic

\[
(P+K)\alpha^2+Kr\alpha-K(1+r)=0,
\]

whose positive root, again rewritten with the conjugate, is

\[
\alpha=\frac{2K(1+r)}{Kr+\sqrt{K^2r^2+4(P+K)K(1+r)}} .
\]

Without carrier it reduces to \(\alpha_0=\sqrt{K/(K+P)}\).

To see that \(\alpha\) rises for every \(r\), take the logarithm of the equilibrium condition and differentiate with respect to \(r\) at fixed \(K\) and \(P\). Writing \(\alpha'=d\alpha/dr\),

\[
\left(\frac2\alpha+\frac1{1-\alpha}\right)\alpha'
-\frac{1+\alpha'}{1+\alpha+r}=0 .
\]

The bracket equals \((2-\alpha)/[\alpha(1-\alpha)]\). Solving for \(\alpha'\),

\[
\alpha'=\frac{\alpha(1-\alpha)}
{(1+\alpha+r)(2-\alpha)-\alpha(1-\alpha)}
=\frac{\alpha(1-\alpha)}{2+r(2-\alpha)}>0 .
\]

In the last step, \((1+\alpha)(2-\alpha)=2+\alpha-\alpha^2\), and the terms \(\alpha-\alpha^2\) cancel.

For large \(r\), the equilibrium condition gives

\[
1-\alpha=\frac{P\alpha^2}{K(1+\alpha+r)}\approx\frac{P}{Kr}
\qquad (r\gg1\ \text{and}\ r\gg P/K),
\]

so dissociation approaches completion. The carrier amount for half dissociation follows by setting \(\alpha=1/2\): \(r=P/(2K)-3/2\), provided this is not negative.

**The numbers at 10 Torr and 400 K**

I use rough values in the regime of the trimethylgallium–trimethylamine adduct: \(\Delta H=0.90\) eV and \(\Delta S=1.55\) meV/K. At 400 K, \(k_BT=0.03447\) eV and

\[
\Delta H-T\Delta S=0.90-400\times0.00155=0.280\ \text{eV}.
\]

With \(p^\circ=750.06\) Torr,

\[
K=750.06\,e^{-0.280/0.03447}\ \text{Torr}=0.2225\ \text{Torr},
\]

or \(1.008\times10^{-12}\) hartree/bohr³. Start without carrier at \(P=10\) Torr:

\[
\alpha_0=\sqrt{\frac{0.2225}{10.2225}}=0.1475,\qquad
c_0=\frac{10}{1.1475}=8.7145\ \text{Torr}.
\]

Now add nine nitrogen molecules per supplied adduct. At constant pressure the immediate quotient is

\[
\frac QK=\frac{1+\alpha_0}{1+\alpha_0+r}
=\frac{1.1475}{10.1475}=0.1131,
\]

far from equilibrium. After reaction,

\[
\alpha=\frac{2(0.2225)(10)}{2.0025+\sqrt{2.0025^2+4(10.2225)(0.2225)(10)}}
\approx0.379 .
\]

The two ways of adding nitrogen compare as follows. "Fixed \(V\)" keeps the initial volume, and "fixed \(P\)" keeps 10 Torr.

| \(r\) | \(\alpha\), fixed \(V\) | \(P\) (Torr), fixed \(V\) | \(\alpha\), fixed \(P\) |
|---|---|---|---|
| 0 | 0.148 | 10.0 | 0.148 |
| 1 | 0.148 | 18.7 | 0.198 |
| 9 | 0.148 | 88.4 | 0.379 |
| 99 | 0.148 | 873 | 0.749 |

Half dissociation at fixed pressure needs \(r=10/(2\times0.2225)-1.5\approx21\).

A larger dissociated fraction does not mean a higher pressure of free acceptor. Since \(p_{AD}=p_A^2/K\), conservation of A gives

\[
p_A+\frac{p_A^2}{K}=\frac{N_0k_BT}{V}.
\]

The left side grows with \(p_A\), while the right side falls as the gas expands. So \(p_A\) must fall. From \(r=0\) to \(r=99\) it drops from 1.29 to 0.074 Torr, but the adduct drops much further, from 7.43 to 0.025 Torr. If a surface process responds to the partial pressure of A, the larger \(\alpha\) alone does not tell you that it speeds up.

**The extra volume is the cause**

Define \(c=N_0k_BT/V\) for the final volume. At constant pressure, \(c=P/(1+\alpha+r)\), and the equilibrium condition becomes \(c\alpha^2/(1-\alpha)=K\). This is the condition for a sample without carrier in that same volume. Expanding the pure vapour would therefore dissociate it equally. For \(r=9\), the volume per supplied adduct grows from \(4.753\times10^6\) to \(4.299\times10^7\) Å\(^3\), a factor of 9.04.

Counting states shows the same thing without using mass action. Let \(j\) of the \(N_0\) adducts be dissociated and let there be \(M=rN_0\) carrier molecules. At fixed volume, the statistical weight of \(j\) is proportional to

\[
w_V(j)=\frac{(KV/k_BT)^j}{(N_0-j)!\,(j!)^2}.
\]

The carrier contributes the same factor \((V\zeta_c)^M/M!\) for every \(j\), so it drops out. At fixed pressure one must also integrate over volume:

\[
\int_0^\infty V^{N_0+j+M}e^{-PV/k_BT}dV
=(N_0+j+M)!\left(\frac{k_BT}{P}\right)^{N_0+j+M+1}.
\]

The weight becomes

\[
w_P(j)=\frac{(N_0+j+M)!\,(K/P)^j}{(N_0-j)!\,(j!)^2},
\]

and \(M\) now matters. Summing over all \(j\) for \(N_0=20000\) and \(r=9\) gives the mean \(\alpha=0.379\) at 10 Torr. The fixed-volume sum without carrier, taken at the resulting mean volume, also gives 0.379.

**Flow reactors, condensed sources and excess donor**

In a flow reactor, \(r\) is the ratio of the molar flow of carrier to that of supplied adduct. If the valve holds \(P\) and you raise the nitrogen flow at constant adduct flow, the fixed-pressure result applies once the gas has equilibrated. If you also raise the pressure setting so that \(P/(1+\alpha+r)\) stays the same, then \(c\) and \(\alpha\) stay the same.

A source containing condensed adduct is another matter. Suppose pure condensed adduct remains in equilibrium with its vapour, A and D do not dissolve in it, and its vapour pressure \(p_s\) is unaffected by nitrogen. Then \(p_{AD}=p_s\) and \(p_A=p_D=\sqrt{Kp_s}\). The dissociated fraction in the vapour is fixed, even at constant total pressure. More adduct evaporates into the larger volume and restores the partial pressures. The results above concern a fixed amount of vapour with no such reservoir.

If the supply contains \(s\) extra donor molecules per adduct, the donor count is \(\alpha+s\) and the total is \(1+s+\alpha+r\), each per supplied adduct. Hence

\[
K=\frac{P\alpha(\alpha+s)}{(1-\alpha)(1+s+\alpha+r)},
\]

or, after expansion,

\[
(P+K)\alpha^2+[Ps+K(s+r)]\alpha-K(1+s+r)=0 .
\]

For \(s=1\) at 10 Torr, \(\alpha\) is 0.042 without nitrogen and 0.175 with \(r=9\). Inert gas still promotes dissociation. If the nine added molecules are donor instead (\(s=9\), \(r=0\)), \(\alpha\) falls from 0.148 to 0.024. Both additions expand the gas, but added donor also enters the numerator of \(Q\), and that effect wins. The word "inert" is therefore essential.

**What a real carrier changes**

*Molecular interactions.* At constant volume a real carrier can shift the equilibrium slightly. To leading order in density, the excess free energy is \(k_BTV\sum_{ij}n_in_jB_{ij}\), where \(n_i\) are number densities and \(B_{ij}\) second virial coefficients. Each unlike pair appears twice, so a carrier of density \(n_c\) adds \(2k_BTn_cB_{ic}\) to \(\mu_i\). The equilibrium condition then contains

\[
K_{\rm eff}=K e^{-2n_c\Delta B},\qquad
\Delta B=B_{Ac}+B_{Dc}-B_{ADc}.
\]

At fixed \(c_0\), \(\ln[\alpha^2/(1-\alpha)]\) must change by \(-2n_c\Delta B\). Its derivative is \((2-\alpha)/[\alpha(1-\alpha)]\), so for a small shift

\[
\delta\alpha\approx-2n_c\Delta B\,
\frac{\alpha(1-\alpha)}{2-\alpha}.
\]

Rough Lennard-Jones parameters (diameters 5.7, 5.2, 6.8 and 3.7 Å and well depths 0.033, 0.030, 0.040 and 0.008 eV for A, D, AD and nitrogen, with the arithmetic mean of the diameters and the geometric mean of the depths for each pair) give \(B=-116.4\), \(-85.9\) and \(-209.1\) Å\(^3\) for A, D and AD with nitrogen, hence \(\Delta B=6.8\) Å\(^3\). In the densest case, \(r=99\) at fixed volume, \(n_c=2.083\times10^{-5}\) Å⁻³ and \(\delta\alpha\approx-2\times10^{-5}\). The three coefficients nearly cancel, so neither the size nor the sign of \(\Delta B\) is reliable. Even \(|\Delta B|=200\) Å\(^3\) would shift \(\alpha\) by only about \(6\times10^{-4}\). Interactions among the reactive molecules themselves are not included in this estimate.

*Cooling.* Dissociation absorbs heat. If nitrogen at the initial temperature \(T_0\) and pressure is added and no heat enters from outside, enthalpy conservation at constant pressure reads

\[
C(T-T_0)+\Delta H(\alpha-\alpha_0)=0 .
\]

Here \(C\) is the heat capacity per supplied adduct, including its share of carrier. I take roughly \(30k_B\) for the adduct, the same for its fragments together, and \(3.5k_B\) per nitrogen molecule. For \(r=9\) the gas cools to 384 K and \(\alpha\) reaches 0.242 instead of 0.379. Cooling cannot reverse the effect in this model: \(\alpha\le\alpha_0\) would require \(T\ge T_0\), but there \(K\) is at least its initial value and the added carrier makes \(\alpha>\alpha_0\).

*Time.* Let \(k_a\) be the association rate constant, \(k_d=k_aK/k_BT\) the dissociation rate constant, and \(n_0\) the density of supplied adduct. At fixed volume,

\[
\frac{d\alpha}{dt}=k_d(1-\alpha)-k_an_0\alpha^2 .
\]

A small deviation from equilibrium decays at the rate \(k_d+2k_an_0\alpha\). If every A–D collision led to association, with a contact distance of 5.45 Å and a mean relative speed of 466 m/s, the relaxation time in the 10 Torr, \(r=9\) mixture would be about 0.1 µs. The real association probability is not calculated here. For a residence time of roughly 0.1 s it must be well above \(10^{-6}\) per collision; otherwise the gas leaves before it equilibrates.

**How far to trust the example**

For the real trimethylgallium–trimethylamine adduct, the direction of the shift is much safer than the values of \(\alpha\). Changing \(\Delta H\) by 0.05 eV at fixed \(\Delta S\) gives these results at 10 Torr:

- \(\Delta H=0.85\) eV: \(\alpha\) rises from 0.29 to 0.62 between \(r=0\) and \(r=9\).
- \(\Delta H=0.95\) eV: \(\alpha\) rises from 0.07 to 0.21.

The entropy is equally rough: at 400 K, an error of 0.1 meV/K in \(\Delta S\) changes \(K\) as much as an error of 0.04 eV in \(\Delta H\). Of the corrections sized here, the uncertainty in these two values and the cooling matter most. If your precursor is much more dilute than \(r=9\), put your own \(r\) into the fixed-pressure formula; with the values used here, \(r=1000\) at 10 Torr gives \(\alpha\approx0.96\). If the gas is not at one temperature, no single \(K\) describes the whole reactor. The example also assumes that the adduct stays gaseous at its initial 7.43 Torr and does not decompose irreversibly; neither was calculated.

For your reactor, then, with pressure and temperature held and the adduct flow unchanged, more nitrogen means a larger dissociated fraction at equilibrium. In a closed rigid vessel at the same temperature, it would leave that fraction unchanged apart from the small nonideal shift. Most of the values quoted here are collected in the numerical output below; the others follow from them by the formulas above.

## Computed values

```
temperature: 400 K; kB T: 0.03447 eV
dissociation enthalpy (rough): 0.90 eV
dissociation entropy (rough): 1.55 meV/K
standard pressure: 750.06 Torr
dissociation free energy: 0.280 eV
equilibrium constant K: 0.2225 Torr
K in atomic units: 1.008e-12 hartree/bohr^3
initial total pressure: 10.0 Torr
initial supply pressure c0: 8.7145 Torr
Q/K just after r=9 at constant pressure: 0.1131
r=0, constant V: alpha 0.1475, total pressure 10.00 Torr
r=0, constant P: alpha 0.1475, volume per adduct supplied 4.753e+06 angstrom^3
r=0, constant P: free A 1.2855 Torr, adduct 7.4289 Torr
r=0, same volume without carrier: alpha 0.1475
r=1, constant V: alpha 0.1475, total pressure 18.71 Torr
r=1, constant P: alpha 0.1980, volume per adduct supplied 9.105e+06 angstrom^3
r=1, constant P: free A 0.9009 Torr, adduct 3.6486 Torr
r=1, same volume without carrier: alpha 0.1980
r=9, constant V: alpha 0.1475, total pressure 88.43 Torr
r=9, constant P: alpha 0.3787, volume per adduct supplied 4.299e+07 angstrom^3
r=9, constant P: free A 0.3649 Torr, adduct 0.5986 Torr
r=9, same volume without carrier: alpha 0.3787
r=99, constant V: alpha 0.1475, total pressure 872.73 Torr
r=99, constant P: alpha 0.7494, volume per adduct supplied 4.173e+08 angstrom^3
r=99, constant P: free A 0.0744 Torr, adduct 0.0249 Torr
r=99, same volume without carrier: alpha 0.7494
particles supplied in ensemble sums: 20000
one extra donor per adduct, r=0: alpha 0.0418
one extra donor per adduct, r=9: alpha 0.1747
nine donors instead of nine carriers: alpha 0.0241
bound fraction at r=1e6, constant P: 4.495e-05
sizes A, D, AD, N2 (rough): 5.7, 5.2, 6.8, 3.7 angstrom
well depths A, D, AD, N2 (rough): 0.033, 0.030, 0.040, 0.008 eV
virial B with N2: A -116.4, D -85.9, AD -209.1 angstrom^3
virial difference Delta B: 6.8 angstrom^3
carrier density, r=99 constant V: 2.083e-05 angstrom^-3
nonideal change of alpha, r=99 constant V: -1.91e-05
heat capacities adduct, N2 (rough): 30, 3.5 kB
no thermostat, r=9 constant P: T 384.0 K, alpha 0.2416
enthalpy 0.85 eV: alpha r=0 0.2944, r=9 0.6193
enthalpy 0.95 eV: alpha r=0 0.0720, r=9 0.2056
contact distance A-D: 5.45 angstrom
mean relative speed: 465.9 m/s
shortest relaxation time, r=9 constant P mix: 0.100 us
residence time (rough): 0.1 s
association probability for tau = residence: 1.00e-06
```
